# Factorized Kurosawa dielectric function: oscillator strengths and limits on LO–TO dampings

A model crystal has two polar modes, with transverse frequencies 250.3 and 456.4 cm⁻¹ and longitudinal frequencies 296.5 and 661.0 cm⁻¹. Give the transverse modes dampings of 1 and 60 cm⁻¹, and let each longitudinal damping be 1.2 times its transverse partner. Each mode taken alone then absorbs at every frequency. With an electronic permittivity of 4, the permittivity of the two together has an imaginary part of about $-0.28$ at 268 cm⁻¹, so the crystal would deliver energy to the field that drives it. To see how two acceptable factors give an unacceptable product, we need to know where the factors come from and what their dampings mean.

## The setting

The crystal is a nonmetal with harmonic ions. The wavelength is long compared with the unit cell, but short enough that retardation can be neglected. The field lies along an axis fixed by symmetry, so that it induces no polarization across that axis. Fields vary as $e^{-i\omega t}$, and $D=E+4\pi P$ in Hartree atomic units. The electronic permittivity $\varepsilon_\infty$ is constant over the lattice frequencies.

Let $u$ collect the ionic displacements, $M$ the masses, $Z$ the Born charges for this field direction, $\Omega$ the cell volume and $K$ the force constants at zero macroscopic field. Density functional perturbation theory supplies $K$, $Z$ and $\varepsilon_\infty$. The equations are

$$(K-\omega^2M)u=ZE,\qquad D=\varepsilon_\infty E+\frac{4\pi}{\Omega}Z^Tu. \tag{1}$$

The boundary conditions select the free vibrations. Without retardation the electric field is longitudinal, so a transverse vibration has $E=0$. Without free charge $\nabla\cdot D=0$, so a longitudinal vibration has $D=0$. A uniformly polarized slab shows the same pair: shorted electrodes on its faces impose $E=0$, while an isolated slab with no field outside has $D=0$ inside, because the normal component of $D$ is continuous.

## First derivation: two dynamical matrices

Define $v=M^{1/2}u$, $z=M^{-1/2}Z$ and $A=M^{-1/2}KM^{-1/2}$. Multiplying the first part of (1) by $M^{-1/2}$ gives $(A-\omega^2)v=zE$. Since $Z^Tu=z^Tv$, division of $D$ by $E$ gives

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{4\pi}{\Omega}z^T(A-\omega^2)^{-1}z. \tag{2}$$

For $E=0$ the free vibrations obey $Av=\omega^2v$, so the eigenvalues of $A$ are the squared transverse frequencies $T_j^2$. For $D=0$, (1) gives $E=-4\pi z^Tv/(\Omega\varepsilon_\infty)$. Moving this force to the left side turns $A$ into

$$B=A+c\,zz^T,\qquad c=\frac{4\pi}{\Omega\varepsilon_\infty}, \tag{3}$$

whose eigenvalues are the squared longitudinal frequencies $L_j^2$. The added term is the nonanalytic part of the dynamical matrix. It is positive because the field opposes the polarization that creates it.

Now compare the two characteristic determinants. With $X=A-\omega^2$,

$$\det(X+c\,zz^T)=\det X\,\det(1+c\,X^{-1}zz^T).$$

The last matrix has the form $1+ab^T$, with $a=cX^{-1}z$ and $b=z$. It leaves every vector orthogonal to $b$ unchanged, which gives the eigenvalue 1 for all directions but one. Its trace then fixes the remaining eigenvalue as $1+b^Ta$, which is therefore its determinant. Hence

$$\frac{\det(B-\omega^2)}{\det(A-\omega^2)}=1+c\,z^T(A-\omega^2)^{-1}z=\frac{\varepsilon(\omega)}{\varepsilon_\infty},$$

where the last equality is (2). Writing each determinant as a product over eigenvalues gives

$$\boxed{\varepsilon(\omega)=\varepsilon_\infty\prod_j\frac{L_j^2-\omega^2}{T_j^2-\omega^2}} \tag{4}$$

A mode with $z^Tv=0$ is an eigenvector of both matrices with the same eigenvalue, so its factor cancels. The acoustic mode is of this kind because the Born charges sum to zero. The product therefore runs over the polar modes.

The order of the frequencies also follows. Let $z_j$ be the component of $z$ along transverse mode $j$. As a function of $x=\omega^2$,

$$\frac{\varepsilon}{\varepsilon_\infty}=1+c\sum_j\frac{z_j^2}{T_j^2-x}$$

has positive slope. Between neighbouring poles it rises from $-\infty$ to $+\infty$ and crosses zero once. Above the last pole it rises from $-\infty$ to 1 and crosses once more. Below the first pole, for $x<T_1^2$, it exceeds 1. Thus $T_1<L_1<T_2<L_2<\dots$ for distinct polar modes.

## Second derivation: poles and zeros

This route uses no matrices. Put $s=-i\omega$. A real field produces a real displacement field, so $\varepsilon(s^*)=\varepsilon(s)^*$. Assume that $\varepsilon$ is a rational function of $s$ which tends to $\varepsilon_\infty$ for large $|s|$ within the lattice model.

Since $D=\varepsilon E$, a pole allows finite $D$ with $E=0$, which is a free transverse vibration. A zero allows finite $E$ with $D=0$, which is a free longitudinal vibration. Divide $\varepsilon$ by the ratio of the two polynomials built from its zeros and poles. The quotient has neither zeros nor poles, so it is a constant, and the limit at large $|s|$ makes it $\varepsilon_\infty$.

Because $\varepsilon$ is real for real $s$, complex roots come in conjugate pairs. Real roots need not pair: friction that acts with a delay can add a single real pole and a single real zero. We assume that no such unpaired roots occur. For an underdamped transverse pair,

$$s_j=-\frac{\gamma_{Tj}}2+i\sqrt{T_j^2-\frac{\gamma_{Tj}^2}4},\qquad (s-s_j)(s-s_j^*)=s^2+\gamma_{Tj}s+T_j^2.$$

The zeros pair in the same way, with $L_j$ and $\gamma_{Lj}$. Since $s^2=-\omega^2$ and $\gamma s=-i\gamma\omega$,

$$\varepsilon(\omega)=\varepsilon_\infty\prod_j\frac{L_j^2-\omega^2-i\gamma_{Lj}\omega}{T_j^2-\omega^2-i\gamma_{Tj}\omega}. \tag{5}$$

If the free vibrations are undamped, every $\gamma$ vanishes and (5) becomes (4). In (5), $T_j$ is the modulus of the complex frequency and $\gamma_{Tj}$ is twice the decay rate of the amplitude.

## What each derivation assumes

The first derivation assumes harmonic forces, constant Born charges and no loss. In return it predicts the frequencies from microscopic data and proves that they interlace. It says nothing about damping.

The second assumes a rational response with a finite list of roots, all of them in pairs. It accepts damping, and it explains why a transverse and a longitudinal damping can differ: they are decay rates under different boundary conditions. But it takes the roots as given. Nothing in it makes them interlace or makes the crystal absorb, and those properties must be imposed separately. If the damping itself depends on frequency, (5) with constant parameters is in general an approximation.

For the model cell, the first route gives the four frequencies quoted at the start. The permittivity obtained from the forced motion of the ions was tested against (4) at five frequencies and agreed.

## Oscillator strengths

Expanding (2) in the eigenvectors of $A$ gives

$$\varepsilon(\omega)=\varepsilon_\infty+\sum_j\frac{S_jT_j^2}{T_j^2-\omega^2},\qquad S_jT_j^2=\frac{4\pi z_j^2}{\Omega}.$$

To obtain $S_j$ from the frequencies, multiply this sum and (4) by $T_j^2-\omega^2$ and set $\omega=T_j$. In the sum, only term $j$ survives. Therefore

$$S_jT_j^2=\varepsilon_\infty\frac{\prod_k(L_k^2-T_j^2)}{\prod_{k\ne j}(T_k^2-T_j^2)}. \tag{6}$$

Interlacing makes this positive: for $k<j$ the two differences are both negative, for $k>j$ both are positive, and $L_j^2-T_j^2>0$. For the first mode of the cell, with $\varepsilon_\infty=4$,

$$S_1=4\,(1.4026-1)\,\frac{660.95^2-250.32^2}{456.39^2-250.32^2}=4\times0.4026\times2.569=4.14.$$

The last ratio shows that the strength of one mode depends on the splitting of the other. The same formula gives $S_2=3.63$. At zero frequency $\varepsilon(0)=4+4.14+3.63=11.77$, which equals $4\times1.4026\times2.0973$ from (4).

With damping, the corresponding expansion is

$$\varepsilon=\varepsilon_\infty+\sum_j\frac{a_j+b_js}{s^2+\gamma_{Tj}s+T_j^2}
=\varepsilon_\infty+\sum_j\frac{a_j-ib_j\omega}{T_j^2-\omega^2-i\gamma_{Tj}\omega},$$

with real $a_j$ and $b_j$. For distinct underdamped poles, multiply by the $j$th denominator and set $s=s_j$:

$$R_j\equiv a_j+b_js_j=\varepsilon_\infty\frac{\prod_k(s_j^2+\gamma_{Lk}s_j+L_k^2)}{\prod_{k\ne j}(s_j^2+\gamma_{Tk}s_j+T_k^2)}.$$

The imaginary part gives $b_j=\mathrm{Im}\,R_j/\mathrm{Im}\,s_j$, and the real part gives $a_j=\mathrm{Re}\,R_j-b_j\mathrm{Re}\,s_j$. The static strength is $a_j/T_j^2$. At large $|s|$ the product (5) is $\varepsilon_\infty[1+\sum_j(\gamma_{Lj}-\gamma_{Tj})/s+\dots]$ and the expansion is $\varepsilon_\infty+\sum_jb_j/s+\dots$, so

$$\sum_jb_j=\varepsilon_\infty\sum_j(\gamma_{Lj}-\gamma_{Tj}). \tag{7}$$

For one mode, an ordinary oscillator with real strength thus requires $\gamma_L=\gamma_T$.

Take transverse dampings of 1 and 20 cm⁻¹, again with the ratio 1.2. Then $b_1=-15.8$ and $b_2=32.6$ cm⁻¹. Their sum is 16.8 cm⁻¹, equal to $4(0.2+4)$ cm⁻¹. The static strengths change by less than 0.1 percent from their undamped values. The negative $b_1$ has a visible effect. The imaginary part of term 1 has the sign of $a_1\gamma_{T1}-b_1(T_1^2-\omega^2)$, which is negative above

$$\omega=T_1\sqrt{1+\frac{4.1355\times1}{15.818}}=281\ \mathrm{cm^{-1}}.$$

The whole permittivity nevertheless passes the test of positive $\mathrm{Im}\,\varepsilon$. The separate terms should not be read as separate absorbers.

## The damping condition for one mode

For $E(t)=E_0\cos\omega t$, the displacement field is $D(t)=E_0(\mathrm{Re}\,\varepsilon\cos\omega t+\mathrm{Im}\,\varepsilon\sin\omega t)$. Averaging $E\,\dot D/4\pi$ over a cycle removes the product of sine and cosine and leaves the absorbed power density $\omega\,\mathrm{Im}\,\varepsilon\,E_0^2/8\pi$. A crystal in equilibrium cannot supply net power, so $\mathrm{Im}\,\varepsilon$ must not be negative at $\omega>0$.

For one mode with $L>T>0$ and $\gamma_T>0$, multiply numerator and denominator of (5) by the complex conjugate of the denominator. The new denominator is positive, and the imaginary part of the numerator is

$$\gamma_T\omega(L^2-\omega^2)-\gamma_L\omega(T^2-\omega^2)
=\omega\left[\gamma_TL^2-\gamma_LT^2+(\gamma_L-\gamma_T)\omega^2\right].$$

The bracket is a straight line in $\omega^2$. It is nonnegative for all $\omega^2>0$ if and only if its intercept and its slope are both nonnegative:

$$\boxed{\gamma_T\le\gamma_L\le\gamma_T\frac{L^2}{T^2}} \tag{8}$$

The two coefficients cannot both vanish when $L>T$, so (8) makes $\mathrm{Im}\,\varepsilon$ strictly positive, even at its end points. The lower bound comes from high frequency and the upper bound from low frequency.

With $T=300$, $L=400$ and $\gamma_T=10$ cm⁻¹, the upper bound is $10(400/300)^2=17.8$ cm⁻¹. Outside the interval the sign changes at $\omega^2=(\gamma_TL^2-\gamma_LT^2)/(\gamma_T-\gamma_L)$. For $\gamma_L=8$ cm⁻¹ this is $(1.60-0.72)\times10^6/2$ cm⁻², and $\mathrm{Im}\,\varepsilon$ is negative above 663 cm⁻¹. A fit to data that end below that frequency would not reveal the fault. For $\gamma_L=20$ cm⁻¹, $\mathrm{Im}\,\varepsilon$ is negative below 141 cm⁻¹.

## Several modes: the phases add

For $N$ modes the same multiplication gives

$$\mathrm{Im}\prod_j(L_j^2-\omega^2-i\gamma_{Lj}\omega)(T_j^2-\omega^2+i\gamma_{Tj}\omega)=\omega P(\omega^2), \tag{9}$$

where $P$ is a real polynomial of degree at most $2N-1$. With all $\gamma_{Tj}>0$, $\mathrm{Im}\,\varepsilon$ is positive at every $\omega>0$ if and only if $P$ has no positive root and is positive at one positive argument. Expanding (9) at its two ends gives two necessary conditions:

$$\sum_j\left(\frac{\gamma_{Tj}}{T_j^2}-\frac{\gamma_{Lj}}{L_j^2}\right)\ge0,\qquad \sum_j(\gamma_{Lj}-\gamma_{Tj})\ge0.$$

For one mode they are equivalent to (8). For more modes they do not control $P$ between the ends.

Applying (8) to each mode is not sufficient. It places the phase $\phi_j$ of each factor between 0 and $\pi$, but the phase of $\varepsilon$ is the sum. For weak damping and $T_1<\omega<L_1$, away from the band edges,

$$\phi_1\simeq\pi-\omega\left[\frac{\gamma_{T1}}{\omega^2-T_1^2}+\frac{\gamma_{L1}}{L_1^2-\omega^2}\right],\qquad
\phi_2\simeq\omega\left[\frac{\gamma_{T2}}{T_2^2-\omega^2}-\frac{\gamma_{L2}}{L_2^2-\omega^2}\right].$$

A sharp first mode leaves little room below $\pi$, and the tail of a broad second mode can exceed it. In the opening example the phases at 268.35 cm⁻¹, where $\mathrm{Im}\,\varepsilon$ is lowest, are 3.0926 and 0.0647 rad, so the sum exceeds $\pi$ by 0.016 rad. There $|\varepsilon|$ is about 18, which turns this small excess into $\mathrm{Im}\,\varepsilon=-0.28$.

The threshold can be estimated. The first bracket is smallest when $(\omega^2-T_1^2)/(L_1^2-\omega^2)=\sqrt{\gamma_{T1}/\gamma_{L1}}$, where it equals $(\sqrt{\gamma_{T1}}+\sqrt{\gamma_{L1}})^2/(L_1^2-T_1^2)$. For dampings of 1 and 1.2 cm⁻¹ this is $1.741\times10^{-4}$ cm. At the same frequency, 273 cm⁻¹, the second bracket is $4.172\times10^{-6}\,\gamma_{T2}$ cm². Equating them gives $\gamma_{T2}\simeq41.7$ cm⁻¹, in agreement with the threshold found numerically from the full expression. This is an upper limit only: with the same first mode and ratio, $\mathrm{Im}\,\varepsilon$ stays positive for $\gamma_{T2}=0.1$ cm⁻¹ but turns negative somewhere for $\gamma_{T2}=0.03$ cm⁻¹.

Nor is the modewise rule necessary. Give the two oscillators of the cell their undamped strengths and independent dampings of 5 and 40 cm⁻¹. Each term has a positive imaginary part, so the sum does too. The zeros of this permittivity have dampings of 8.97 and 36.03 cm⁻¹. The first lies above its modewise upper bound of 7.02 cm⁻¹, and the second lies below its lower bound of 40 cm⁻¹.

The reason is mode mixing. Replacing $T_j^2$ by $T_j^2-i\gamma_{Tj}\omega$ in $\varepsilon=0$ and keeping first order shows that each longitudinal damping is an average of the transverse ones, with weights proportional to $S_jT_j^2/(T_j^2-L^2)^2$. For the lower longitudinal mode the second oscillator has weight 0.1135, and $5+0.1135\times35=8.97$ cm⁻¹. The two sums of dampings both equal 45 cm⁻¹, as (7) requires when every $b_j$ vanishes.

Equation (7) also limits the use of (5). If the longitudinal dampings have the larger sum, then at high frequency $\mathrm{Im}\,\varepsilon\simeq\varepsilon_\infty\sum_j(\gamma_{Lj}-\gamma_{Tj})/\omega$. The absorbed power at fixed field then levels off at a constant instead of falling to zero, and the integral of $\omega\,\mathrm{Im}\,\varepsilon$ diverges. Such a function can describe a finite range of frequencies, but not the lattice response at all of them. The numerical output below lists the values for each case.

## Computed values

```
MODEL CELL
ion masses (electron masses): 80000.0 40000.0 30000.0
Born charges (e): 3.0 1.0 -4.0
springs k12, k13, k23 (Ha/bohr^2): 0.02 0.03 0.06
cell volume (bohr^3): 400
eps_inf (dimensionless): 4.0
1 Ha in cm^-1: 219474.631
mode 1: TO 250.32 cm^-1, LO 296.46 cm^-1
mode 1: TO 1.1405 mHa, LO 1.3507 mHa
mode 1: strength S (dimensionless) 4.1377
mode 1: (LO/TO)^2 (dimensionless) 1.4026
mode 2: TO 456.39 cm^-1, LO 660.95 cm^-1
mode 2: TO 2.0795 mHa, LO 3.0115 mHa
mode 2: strength S (dimensionless) 3.6290
mode 2: (LO/TO)^2 (dimensionless) 2.0973
static permittivity (dimensionless): 11.7667
ionic plasma frequency (cm^-1): 1007.55
ONE MODE
TO, LO, TO damping (cm^-1): 300, 400, 10
allowed LO damping (cm^-1): 10.00 to 17.78
LO damping 8 cm^-1: Im eps < 0 above 663.32 cm^-1
LO damping 20 cm^-1: Im eps < 0 below 141.42 cm^-1
TWO MODES OF THE CELL, LO damping / TO damping = 1.2
passive case, TO dampings (cm^-1): 1.0 20.0
  term 1: a/TO^2 4.1355 (dimensionless), b -15.818 cm^-1
  term 2: a/TO^2 3.6312 (dimensionless), b 32.618 cm^-1
  sum of b (cm^-1): 16.800
failing case, TO dampings (cm^-1): 1.0 60.0
  lowest Im eps in first band (dimensionless): -0.28415
  at frequency (cm^-1): 268.35
  factor phases (rad): 3.09262, 0.06469
  phase sum minus pi (rad): 0.01573
threshold of second TO damping (cm^-1): 41.67
INDEPENDENT OSCILLATORS WITH THE SAME STRENGTHS
mode 1: TO damping 5.00, LO damping 8.97 cm^-1
mode 1: LO frequency 296.51 cm^-1
mode 1: modewise upper bound 7.02 cm^-1
mode 2: TO damping 40.00, LO damping 36.03 cm^-1
mode 2: LO frequency 660.83 cm^-1
mode 2: modewise upper bound 83.86 cm^-1
smallest Im eps on 5-1500 cm^-1 (dimensionless): 5.14e-03
```
